\section*{Spectral collapse in the two-photon Rabi model}

\section*{Problem}

A qubit exchanges photon pairs with one cavity mode. With $\hbar=1$ the Hamiltonian is
\begin{equation}
H(g)=\omega a^\dagger a+\frac{\Omega}{2}\sigma_z+g\,\sigma_x\left(a^2+a^{\dagger2}\right),
\qquad \omega>0,\quad g\ge 0,\quad \Omega\in\mathbb R .
\end{equation}

\begin{enumerate}
\item[(a)] Set $\Omega=0$. Use the quadratures and an $su(1,1)$ squeezing transformation to find the spectrum for $g<\omega/2$. What does the splitting $\Omega$ change?
\item[(b)] Determine the continuous spectrum at $g=\omega/2$, first for $\Omega=0$ and then for $\Omega\neq0$.
\item[(c)] Can discrete levels remain at $g=\omega/2$? If so, how many are there for $0<|\Omega|\le\omega$, and where do the levels of part (a) go as $g\to\omega/2$?
\item[(d)] Is the energy bounded below for $g>\omega/2$?
\item[(e)] Illustrate the answers for $\Omega=0.8\,\omega$.
\end{enumerate}

Two standard facts may be used. Quadratic Hamiltonians are essentially self-adjoint on finite combinations of Fock states. The min-max value
\[
\mu_n=\inf_{\dim V=n+1}\ \max_{\psi\in V,\,\|\psi\|=1}\langle\psi|H|\psi\rangle
\]
is the $n$th ordered level ($n=0,1,\dots$) if that many levels lie below the essential spectrum, and otherwise the bottom of the essential spectrum.

\section*{Solution}

\subsection*{(a) Below the critical coupling}

Let $a=(x+ip)/\sqrt2$ with $[x,p]=i$. Then
\begin{align}
a^\dagger a&=\tfrac12\left(x^2+p^2+i[x,p]\right)=\tfrac12(x^2+p^2-1),\\
a^2+a^{\dagger2}&=\tfrac12(x+ip)^2+\tfrac12(x-ip)^2=x^2-p^2 .
\end{align}
For $\Omega=0$, $\sigma_x=s=\pm1$ is conserved, and each branch has
\begin{equation}
H_s=\left(\frac\omega2+sg\right)x^2+\left(\frac\omega2-sg\right)p^2-\frac\omega2 .
\label{quad}
\end{equation}
Both coefficients are positive for $g<\omega/2$. One vanishes at $g=\omega/2$ and is negative beyond.

Define $K_0=(x^2+p^2)/4$, $K_1=(x^2-p^2)/4$ and $K_2=-(xp+px)/4$. From $[x^2,p^2]=2i(xp+px)$, $[xp+px,x^2]=-4ix^2$ and $[xp+px,p^2]=4ip^2$ follow the $su(1,1)$ relations
\begin{equation}
[K_0,K_1]=iK_2,\qquad [K_2,K_0]=iK_1,\qquad [K_1,K_2]=-iK_0,
\end{equation}
and $H_s+\omega/2=2\omega K_0+4sgK_1$. The squeezing operator
\begin{equation}
S(r)=e^{\frac r2(a^2-a^{\dagger2})}=e^{\frac{ir}{2}(xp+px)}
\end{equation}
is generated by $K_2$. Since $\frac i2[x,xp+px]=-x$ and $\frac i2[p,xp+px]=p$, differentiation in $r$ gives $S^\dagger xS=e^{-r}x$ and $S^\dagger pS=e^{r}p$. Hence
\begin{equation}
S^\dagger\left(H_s+\frac\omega2\right)S=\left(\frac\omega2+sg\right)e^{-2r}x^2+\left(\frac\omega2-sg\right)e^{2r}p^2 .
\end{equation}
The two coefficients are equal, so that $K_1$ drops out, when
\begin{equation}
e^{4r}=\frac{\omega+2sg}{\omega-2sg}
\quad\Longleftrightarrow\quad \tanh2r=\frac{2sg}{\omega}.
\end{equation}
Their product does not depend on $r$, so the common value is $\sqrt{\omega^2/4-g^2}=\Gamma/2$, with $\Gamma=\sqrt{\omega^2-4g^2}$. As $\frac\Gamma2(x^2+p^2)=\Gamma(a^\dagger a+\frac12)$,
\begin{equation}
E_m=\Gamma\left(m+\tfrac12\right)-\frac\omega2,\qquad m=0,1,2,\dots,
\label{levels}
\end{equation}
twice each, once for each $s$. At $g\to\omega/2$ the spacing $\Gamma$ vanishes and $|r|$ diverges: no finite squeeze turns the critical Hamiltonian into an oscillator.

The splitting term has norm $|\Omega|/2$. By min-max it moves each ordered level by at most $|\Omega|/2$. The $\mu_n$ therefore still tend to infinity, and the spectrum is purely discrete for every $\Omega$ when $g<\omega/2$.

\subsection*{(b) The continuum at $g=\omega/2$}

Write a state as $(\phi_+,\phi_-)$ in the $\sigma_x$ basis, where $\sigma_z$ exchanges the components. Equation (\ref{quad}) gives
\begin{equation}
M\equiv H\!\left(\frac\omega2\right)+\frac\omega2=
\begin{pmatrix}\omega x^2&\Omega/2\\ \Omega/2&\omega p^2\end{pmatrix}.
\label{M}
\end{equation}
For $\Omega=0$ the entries are multiplication by $\omega x^2$ and its Fourier transform. Each has purely continuous spectrum $[0,\infty)$, so $H$ has $[-\omega/2,\infty)$ and no discrete level.

For $\Omega\ne0$ the coupling does not decay in space, but a free packet $f$ of the $p^2$ channel can be dressed. Let $R=(\omega x^2+\omega)^{-1}$ and $Jf=(-\frac\Omega2Rf,\,f)$. Using $1-\omega x^2R=\omega R$,
\begin{equation}
(MJ-J\omega p^2)f=
\begin{pmatrix}\frac\Omega2\left(\omega Rf+R\,\omega p^2f\right)\\[2pt] -\frac{\Omega^2}{4}Rf\end{pmatrix}.
\end{equation}
Every term contains $R$. Take $f(t)=e^{-i\omega p^2t}f$ with a smooth momentum distribution supported in $0<k_1\le|k|\le k_2$. Its phase $kx-\omega k^2t$ has $k$-derivative $x-2\omega kt$, of size at least $\omega k_1t$ when $|x|\le\omega k_1t$. Repeated integration by parts makes the packet smaller there than any power of $1/t$. Outside, $R\le1/(\omega x^2)=O(t^{-2})$. The same holds for $p^2f(t)$, so
\begin{equation}
\left\|\frac{d}{dt}\,e^{iMt}Je^{-i\omega p^2t}f\right\|=\left\|(MJ-J\omega p^2)f(t)\right\|=O(t^{-2}).
\end{equation}
This is integrable, so $Wf=\lim_{t\to\infty}e^{iMt}Je^{-i\omega p^2t}f$ exists. Such $f$ are dense and $J$ is bounded, so $W$ extends to all $f$. It preserves the norm because $Rf(t)\to0$. Shifting $t$ gives $e^{iM\tau}W=We^{i\omega p^2\tau}$: on the range of $W$, $M$ is unitarily equivalent to $\omega p^2$. Thus an absolutely continuous spectrum of $H$ fills $[-\omega/2,\infty)$ for every $\Omega$. Physically, the photon state runs away along the quadrature that costs no energy.

\subsection*{(c) What survives the collapse}

Seek an energy $-\omega/2-\kappa$ with $\kappa>0$. The first row of $(M+\kappa)\phi=0$ gives $\phi_+=-\frac\Omega2\phi_-/(\omega x^2+\kappa)$, and the second becomes
\begin{equation}
L_\kappa\phi_-=0,\qquad L_\kappa=\omega p^2+\kappa-\frac{\Omega^2/4}{\omega x^2+\kappa}.
\label{L}
\end{equation}
The potential decays at infinity, so the essential spectrum of $L_\kappa$ is $[\kappa,\infty)$, which excludes zero. Since $\omega x^2+\kappa$ is invertible, this elimination carries the conclusion over to $M+\kappa$: below $-\omega/2$, $H$ has at most discrete levels.

\paragraph{At least one level.} Let $u_w(x)=\pi^{-1/4}w^{-1/2}e^{-x^2/2w^2}$ and $w=e^r$. Put oppositely squeezed vacua in the two channels: $\phi_-=u_w/\sqrt2$ and $\phi_+=-\mathrm{sgn}(\Omega)\,u_{1/w}/\sqrt2$. Both $\langle x^2\rangle$ in $u_{1/w}$ and $\langle p^2\rangle$ in $u_w$ equal $e^{-2r}/2$. The overlap is
\begin{equation}
\int u_wu_{1/w}\,dx=\frac1{\sqrt\pi}\sqrt{\frac{2\pi}{w^2+w^{-2}}}=\frac1{\sqrt{\cosh2r}},
\end{equation}
so that
\begin{equation}
\langle M\rangle=\frac\omega2e^{-2r}-\frac{|\Omega|}{2\sqrt{\cosh2r}} .
\label{trial}
\end{equation}
At large $r$ the second term tends to $-|\Omega|e^{-r}/\sqrt2$ and outweighs the first. Hence $\langle M\rangle<0$ for some $r$, and a discrete level exists for every $\Omega\neq0$. The collapse is complete only at $\Omega=0$.

\paragraph{Exactly one for $0<|\Omega|\le\omega$.} For real $\phi$ on $x>0$ with $\phi(0)=0$, integration by parts gives $\int\phi\phi'/x=\frac12\int\phi^2/x^2$, so
\begin{equation}
0\le\int_0^\infty\left(\phi'-\frac{\phi}{2x}\right)^2dx=\int_0^\infty\phi'^2dx-\frac14\int_0^\infty\frac{\phi^2}{x^2}dx .
\end{equation}
This is Hardy's inequality. If $|\Omega|\le\omega$, then $\frac{\Omega^2/4}{\omega x^2+\kappa}\le\frac{\omega}{4x^2}$, and the kinetic energy outweighs the attraction. An odd eigenfunction of $L_\kappa$ therefore has eigenvalue at least $\kappa$. An excited even eigenfunction is orthogonal to the nodeless ground state and vanishes at some $x_0>0$. The same argument on $x>x_0$, with $(x-x_0)^{-2}\ge x^{-2}$, again gives at least $\kappa$.

Only the lowest eigenvalue of $L_\kappa$ can therefore be zero. It is simple, and it increases with $\kappa$ because
\[
\frac{\partial L_\kappa}{\partial\kappa}=1+\frac{\Omega^2/4}{(\omega x^2+\kappa)^2}>0 .
\]
It vanishes for at most one $\kappa$, so exactly one level survives. For $|\Omega|>\omega$ there are infinitely many levels. Take $\phi_-=x^{1/2}s(t)$ with $t=\ln(x/b)$ and $s=\sin(\pi t/\ell)$ on $b<x<be^{\ell}$, zero elsewhere, and $\phi_+=-\frac\Omega2\phi_-/(\omega x^2)$. Then $\phi_-'=x^{-1/2}(s/2+ds/dt)$, so $\int\phi_-'^2dx=(\frac14+\pi^2/\ell^2)\int s^2dt$ and $\int\phi_-^2x^{-2}dx=\int s^2dt$. The unnormalized energy is $\langle\phi|M|\phi\rangle=\omega\left(\frac14+\frac{\pi^2}{\ell^2}-\frac{\Omega^2}{4\omega^2}\right)\int s^2dt$, which is negative for large $\ell$. States on disjoint intervals do not mix, so every $\mu_n$ lies below $-\omega/2$.

\paragraph{Approach to the critical point.} $H(g)$ is linear in $g$. With $\lambda=2g/\omega$,
\begin{equation}
H(g)=(1-\lambda)H(0)+\lambda H(\omega/2),\qquad H(0)\ge-\frac{|\Omega|}2,
\end{equation}
so $\mu_n(g)\ge\lambda\mu_n(\omega/2)-(1-\lambda)|\Omega|/2$. Conversely, a finite Fock trial space that is nearly optimal at $\omega/2$ has energies continuous in $g$, so the limit of $\mu_n(g)$ cannot exceed $\mu_n(\omega/2)$. Hence $\mu_n(g)\to\mu_n(\omega/2)$. For $0<|\Omega|\le\omega$ the ground level goes to the surviving level, and every other level, at fixed $n$, goes to $-\omega/2$.

\subsection*{(d) Beyond the critical coupling}

Take $\sigma_x=-1$, where $\langle\sigma_z\rangle=0$, and the vacuum stretched along $x$, $S(-r)|0\rangle$ with $r>0$. It has $\langle x^2\rangle=e^{2r}/2$ and $\langle p^2\rangle=e^{-2r}/2$. From (\ref{quad}),
\begin{equation}
E(r)=-\left(g-\frac\omega2\right)\frac{e^{2r}}2+\left(g+\frac\omega2\right)\frac{e^{-2r}}2-\frac\omega2\ \longrightarrow\ -\infty .
\label{far}
\end{equation}
The energy is unbounded below for every $\Omega$.

At $\Omega=0$ the whole spectrum follows. A squeeze equalizes the magnitudes of the coefficients, giving $H_-+\omega/2\to\frac\gamma2(p^2-x^2)$ with $\gamma=\sqrt{4g^2-\omega^2}$. The canonical rotation $x=(X+P)/\sqrt2$, $p=(P-X)/\sqrt2$ turns this into
\begin{equation}
\frac\gamma4\left[(P-X)^2-(X+P)^2\right]=-\frac\gamma2(XP+PX)=i\gamma\left(X\frac{d}{dX}+\frac12\right).
\end{equation}
On $X>0$ set $X=e^u$ and $\psi=e^{-u/2}\chi(u)$, which preserves the norm. The operator becomes $i\gamma\,d/du$, whose spectrum is continuous and covers the real line. The half-line $X<0$ behaves alike, and $H_+$ follows by exchanging the quadratures.

The model then has no ground state and needs further terms. For example, $c(a^\dagger a)^2$ with $c>0$ restores a lower bound, because $\pm g(x^2-p^2)\le g(2a^\dagger a+1)$ grows only linearly with photon number.

\subsection*{(e) Numbers for $\Omega=0.8\,\omega$}

Energies are in units of $\omega$. At $g=0.3$, $\Gamma=\sqrt{1-0.36}=0.8$ and $|r|=\frac12\operatorname{artanh}0.6=0.3466$. Diagonalization in the Fock basis, with the splitting included, gives
\begin{center}
\begin{tabular}{ccccc}
$g$ & $\Gamma$ & $E_0$ & $E_1$ & $E_5$\\
0.3 & 0.80000 & $-0.4700$ & $0.2314$ & $1.6262$\\
0.49 & 0.19900 & $-0.6471$ & $-0.3034$ & $0.0789$\\
0.499 & 0.06321 & $-0.6687$ & $-0.4341$ & $-0.3107$\\
0.49999 & 0.00632 & $-0.67175$ & $-0.4928$ & $-0.4804$
\end{tabular}
\end{center}
$E_1$ and $E_5$ move towards $-0.5$, while $E_0$ does not. At $g=0.5$ the Fock basis and equation (\ref{L}), solved separately, both give $E_0=-0.671781$, or $\kappa=0.171781$. The best trial state has $r=0.7132$. With $e^{-2r}=0.2402$ and $\cosh2r=2.202$, equation (\ref{trial}) gives
\[
\langle M\rangle=0.1201-\frac{0.4}{1.484}=-0.1495 ,
\]
so its energy is $-0.6495$, above the true level as it must be. At $\Omega=3$ the matrix truncated at $4\times10^3$, $4\times10^4$ and $1.2\times10^5$ photons has eight, ten and eleven levels below the edge. This count is set by the cutoff: part (c) shows that the model has infinitely many, so the restriction on $\Omega$ in the uniqueness result matters.

A finite matrix cannot have a continuum, but its levels can become dense. Each coupling step changes the photon number by two and flips $\sigma_z$, so the Fock basis splits into four invariant chains, labelled by the photon parity and by the value of $\sigma_z$ at the chain's lowest state. With $1000$ states in each chain there are $79$ levels in $(-0.5,0.5]$, with a widest gap of $0.0329$. With $4000$ there are $159$, and the gap is $0.0167$. This agrees with a simple estimate: a basis of up to $N$ photons reaches $|x|\sim\sqrt{2N}$ and so resolves momentum in steps proportional to $1/\sqrt N$.

At $g=0.6$ and $r=3$, equation (\ref{far}) gives $-0.1(403.43)/2+1.1(0.00248)/2-0.5=-20.67$, at a mean photon number of $100.4$. The lowest eigenvalue of the truncated matrix falls from $-387.4$ to $-783.9$ when the chains are lengthened from $1000$ to $2000$ states. It is set by the cutoff and is not a ground-state energy. The numerical check checks these results numerically.

\section*{Computed results}
\begin{verbatim}
g = 0.3 omega: squeezing r = 0.3466, spacing = 0.8000 omega
qubit splitting = 0.8 omega; energies below in omega
g=0.3: r=0.3466, bare spacing=0.80000
   E0..E5 = -0.46997 0.23142 0.38523 0.93873 1.32313 1.62616
g=0.45: r=0.7361, bare spacing=0.43589
   E0..E5 = -0.58641 -0.08650 -0.00937 0.22059 0.54029 0.67472
g=0.49: r=1.1488, bare spacing=0.19900
   E0..E5 = -0.64706 -0.30337 -0.27092 -0.19115 -0.06420 0.07891
g=0.499: r=1.7267, bare spacing=0.06321
   E0..E5 = -0.66867 -0.43411 -0.42502 -0.40745 -0.37725 -0.31073
g=0.49999: r=2.8782, bare spacing=0.00632
   E0..E5 = -0.67175 -0.49280 -0.49217 -0.49130 -0.49003 -0.48039
g=0.5, 1000 states per chain: 79 levels in (-0.5,0.5] omega, widest gap 0.0329 omega
g=0.5, 4000 states per chain: 159 levels in (-0.5,0.5] omega, widest gap 0.0167 omega
packet mismatch at t=10/omega: 1.120e-03 omega
packet mismatch at t=20/omega: 2.792e-04 omega
mismatch ratio on doubling t: 4.012
surviving level, Fock basis: -0.67178138 omega
surviving level, reduced equation: -0.67178138 omega
depth below continuum edge: kappa = 0.17178138 omega
best trial: r=0.7132, energy=-0.64948 omega
splitting 0.2 omega: 1 level(s) found below edge, lowest -0.514702 omega
splitting 0.8 omega: 1 level(s) found below edge, lowest -0.671781 omega
splitting 1.0 omega: 1 level(s) found below edge, lowest -0.743858 omega
splitting 3.0 omega: 10 level(s) found below edge, lowest -1.621399 omega
g = 0.6 omega, squeezed vacuum with sigma_x = -1:
   r=1: mean photons=1.381, energy=-0.7950 omega
   r=2: mean photons=13.154, energy=-3.2198 omega
   r=3: mean photons=100.358, energy=-20.6701 omega
lowest truncated level, 1000 states per chain: -387.37 omega
lowest truncated level, 2000 states per chain: -783.85 omega
hyperbolic rate gamma at g=0.6: 0.6633 omega
\end{verbatim}
